# Preparing a two-site matrix product state with one controlled-NOT gate

A two-site matrix product state of qubits has the form

$$|\psi\rangle=\sum_{s,t=0}^{1}M_{st}|st\rangle,\qquad M_{st}=\frac{A^sB^t}{N}.$$

Here $A^s$ is a row of $D$ complex numbers, $B^t$ is a column of $D$ complex numbers, and $N>0$ normalizes the state. The number $D$ is the bond dimension. The first label in $|st\rangle$ belongs to qubit 1.

The state is to be prepared from $|00\rangle$, up to a global phase, with ideal gates. The available gates are the rotations

$$R_y(x)=e^{-ixY/2},\qquad R_z(x)=e^{-ixZ/2},$$

where $Y$ and $Z$ are Pauli matrices, and one controlled-NOT gate (CNOT), which maps $|s,t\rangle$ to $|s,t\oplus s\rangle$. The numerical parts use $D=2$ and the tensors

$$A^0=(2,\ 1),\quad A^1=(i,\ 1),\quad B^0=\begin{pmatrix}1\\1\end{pmatrix},\quad B^1=\begin{pmatrix}1\\-i\end{pmatrix}.$$

All quantities are dimensionless. Angles are in radians, with the final ones also in degrees.

## Part (a): the amplitudes

**Question.** Find $M$ for the given tensors. Does the circuit depend on the choice of basis in the bond space?

**Answer.** The four products are

$$A^0B^0=2+1=3,\qquad A^0B^1=2-i,$$
$$A^1B^0=i+1,\qquad A^1B^1=i-i=0.$$

The sum of their squared moduli is $9+5+2+0=16$, so $N=4$ and

$$M=\frac14\begin{pmatrix}3&2-i\\1+i&0\end{pmatrix}.$$

A change of bond basis replaces $A^s$ by $A^sG$ and $B^t$ by $G^{-1}B^t$, with $G$ invertible. The product $A^sGG^{-1}B^t=A^sB^t$ is unchanged. The circuit can be built from $M$ alone, so it need not depend on this choice. Whatever the value of $D$, $M$ is a $2\times2$ matrix.

## Part (b): the Schmidt decomposition

**Question.** Show that $|\psi\rangle$ is a sum of at most two products of orthonormal vectors. Find the two coefficients for the example.

**Answer.** The matrix $MM^\dagger$ is Hermitian, has no negative eigenvalue, and has trace 1 because the state is normalized. Let $u_0,u_1$ be its orthonormal eigenvectors and $\lambda_0^2\ge\lambda_1^2$ its eigenvalues, with $\lambda_k\ge0$. For $\lambda_k>0$ define

$$w_k=\frac{M^Tu_k^*}{\lambda_k}.$$

These vectors are orthonormal, since

$$w_j^\dagger w_k=\frac{u_j^TM^*M^Tu_k^*}{\lambda_j\lambda_k}=\frac{(u_j^\dagger MM^\dagger u_k)^*}{\lambda_j\lambda_k}=\delta_{jk}.$$

If $\lambda_1=0$, then $u_1^\dagger M$ has squared length $u_1^\dagger MM^\dagger u_1=0$ and vanishes, and $w_1$ may be any unit vector orthogonal to $w_0$. In both cases $\lambda_kw_k^T=u_k^\dagger M$. The completeness of the $u_k$ then gives

$$\sum_k\lambda_ku_kw_k^T=\sum_ku_ku_k^\dagger M=M,$$

which in terms of states reads

$$|\psi\rangle=\lambda_0|u_0\rangle|w_0\rangle+\lambda_1|u_1\rangle|w_1\rangle.$$

This is the singular value decomposition $M=U\Lambda V^\dagger$ in another notation: $u_k$ is column $k$ of $U$, and $w_k$ is the complex conjugate of column $k$ of $V$. The conjugate appears because a product state has the amplitude matrix $uw^T$, with a transpose and not a dagger.

The coefficients follow from the trace and the determinant of $MM^\dagger$:

$$\lambda_0^2+\lambda_1^2=1,\qquad\lambda_0^2\lambda_1^2=|\det M|^2.$$

Hence $\lambda_0^2$ and $\lambda_1^2$ are the roots of $p^2-p+|\det M|^2=0$:

$$\lambda_{0,1}^2=\frac{1\pm\sqrt{1-4|\det M|^2}}2.$$

In the example

$$\det M=-\frac{(2-i)(1+i)}{16}=-\frac{3+i}{16},\qquad|\det M|^2=\frac{10}{256}.$$

The square root is $\sqrt{0.84375}=0.91856$. The weights are $\lambda_0^2=0.95928$ and $\lambda_1^2=0.04072$, and the coefficients are $\lambda_0=0.97943$ and $\lambda_1=0.20179$. The state is entangled, but one product term dominates.

## Part (c): making the coefficients

**Question.** Produce $\lambda_0|00\rangle+\lambda_1|11\rangle$ with one rotation and the CNOT.

**Answer.** Since $Y^2=1$, the exponential series gives $R_y(\theta)=\cos(\theta/2)-i\sin(\theta/2)\,Y$. With $Y|0\rangle=i|1\rangle$,

$$R_y(\theta)|0\rangle=\cos\frac\theta2|0\rangle+\sin\frac\theta2|1\rangle.$$

Choose $\theta=2\arctan(\lambda_1/\lambda_0)$. Then $\cos(\theta/2)=\lambda_0$ and $\sin(\theta/2)=\lambda_1$, because $\lambda_0^2+\lambda_1^2=1$. Applied to qubit 1, the rotation gives $\lambda_0|00\rangle+\lambda_1|10\rangle$. The CNOT, with qubit 1 as control, turns $|10\rangle$ into $|11\rangle$ and gives the required state.

The double-angle formulas give two relations used below:

$$\sin\theta=2\lambda_0\lambda_1=2|\det M|,\qquad\cos\theta=\lambda_0^2-\lambda_1^2.$$

In the example $\cos\theta=0.91856$, so $\theta=0.40638$.

## Part (d): the local bases

**Question.** Find two rotations on each qubit that take $|0\rangle,|1\rangle$ to the Schmidt vectors, up to phases. Obtain their angles from the reduced density matrices.

**Answer.** Let $K=R_z(\alpha)R_y(\beta)$, where the right-hand factor acts first. Then

$$K|0\rangle=e^{-i\alpha/2}\begin{pmatrix}\cos(\beta/2)\\e^{i\alpha}\sin(\beta/2)\end{pmatrix}.$$

Any normalized vector with components $a_0,a_1$ has this form up to a phase, with $\beta=2\arctan(|a_1|/|a_0|)$ and $\alpha=\arg a_1-\arg a_0$. If $a_0=0$, then $\beta=\pi$, and if either component is zero, $\alpha$ may be chosen freely. So $K_1$ can be chosen to take $|0\rangle$ to $u_0$, and $K_2$ to take $|0\rangle$ to $w_0$, up to phases. Since $K$ is unitary, $K|1\rangle$ is orthogonal to $K|0\rangle$. In two dimensions this leaves one direction, so $|1\rangle$ goes to the second Schmidt vector up to a phase.

The reduced density matrix of qubit 1 is $\rho_1=MM^\dagger$, and that of qubit 2 is $\rho_2=M^TM^*$. Each is written as $\rho=(1+xX+yY+zZ)/2$, with $X$ the third Pauli matrix, so that

$$x=2\,\mathrm{Re}\,\rho_{01},\qquad y=-2\,\mathrm{Im}\,\rho_{01},\qquad z=\rho_{00}-\rho_{11}.$$

Orthogonal qubit states have opposite unit Bloch vectors. The mixture with weights $\lambda_0^2,\lambda_1^2$ therefore has the Bloch vector

$$(x,y,z)=(\lambda_0^2-\lambda_1^2)(\sin\beta\cos\alpha,\ \sin\beta\sin\alpha,\ \cos\beta).$$

Its length is $\cos\theta$ for both qubits. If that length is not zero, its polar and azimuthal angles are $\beta$ and $\alpha$.

For qubit 1, $(\rho_1)_{01}=3(1-i)/16$ and the diagonal elements are $14/16$ and $2/16$. For qubit 2, $(\rho_2)_{01}=3(2+i)/16$ and the diagonal elements are $11/16$ and $5/16$. The Bloch vectors are

$$\mathbf r_1=(0.375,\ 0.375,\ 0.75),\qquad\mathbf r_2=(0.75,\ -0.375,\ 0.375).$$

Both have length 0.91856, as they must. The polar angles follow from

$$\cos\beta_1=\frac{0.75}{0.91856},\qquad\cos\beta_2=\frac{0.375}{0.91856},$$

so $\beta_1=0.61548$ and $\beta_2=1.15026$. The azimuths follow from the $x$ and $y$ components: $\alpha_1=0.78540$ and $\alpha_2=-0.46365$.

## Part (e): the phase that remains

**Question.** The local bases are fixed only up to phases. Show that one further rotation repairs this, say where it may be placed, and find its angle for the example.

**Answer.** Write $K_1|k\rangle=e^{ia_k}u_k$ and $K_2|k\rangle=e^{ib_k}w_k$. Inserting these in $M=\sum_k\lambda_ku_kw_k^T$ gives

$$M=K_1\Delta K_2^T,\qquad\Delta=\begin{pmatrix}\lambda_0e^{i\chi_0}&0\\0&\lambda_1e^{i\chi_1}\end{pmatrix},$$

with $\chi_k=-a_k-b_k$. Before the local gates, the state must therefore be $\lambda_0e^{i\chi_0}|00\rangle+\lambda_1e^{i\chi_1}|11\rangle$. The CNOT has supplied it without the phases.

The gate $R_z(\gamma)$ on qubit 1 multiplies $|00\rangle$ by $e^{-i\gamma/2}$ and $|11\rangle$ by $e^{i\gamma/2}$. With a global phase $\varphi$, the conditions are

$$\chi_0=\varphi-\frac\gamma2,\qquad\chi_1=\varphi+\frac\gamma2,$$

modulo $2\pi$. They are solved by $\gamma=\chi_1-\chi_0$ and $\varphi=\chi_0+\gamma/2$.

On qubit 2 the same gate would give the same two factors, because both bits are equal in $|00\rangle$ and $|11\rangle$. It may also act on qubit 1 between $R_y(\theta)$ and the CNOT, since the CNOT leaves the control bit unchanged. Before $R_y(\theta)$, or on qubit 2 before the CNOT, it would act on $|0\rangle$ and give only a global phase.

For the example, set $c_j=\cos(\beta_j/2)$ and $d_j=\sin(\beta_j/2)$. The matrix of each local gate is

$$K_j=\begin{pmatrix}e^{-i\alpha_j/2}c_j&-e^{-i\alpha_j/2}d_j\\e^{i\alpha_j/2}d_j&e^{i\alpha_j/2}c_j\end{pmatrix}.$$

The element $M_{11}$ of $K_1\Delta K_2^T$ vanishes, so

$$0=e^{i(\alpha_1+\alpha_2)/2}\left(\lambda_0d_1d_2e^{i\chi_0}+\lambda_1c_1c_2e^{i\chi_1}\right).$$

All the real factors are positive here. The two terms can cancel only if $e^{i(\chi_1-\chi_0)}=-1$, which gives $\gamma=\pi$. This value is thus a consequence of the missing $|11\rangle$ amplitude.

The element $M_{00}$ then reads

$$\frac34=e^{i\chi_0-i(\alpha_1+\alpha_2)/2}\left(\lambda_0c_1c_2-\lambda_1d_1d_2\right).$$

The bracket is positive, because $\lambda_0>\lambda_1$, $c_1>d_1$ and $c_2>d_2$. The exponent must vanish:

$$\chi_0=\frac{\alpha_1+\alpha_2}2=\frac{0.78540-0.46365}2=0.16088.$$

The global phase is $\varphi=0.16088+\pi/2=1.73167$, to the accuracy of the unrounded angles.

## Part (f): the complete circuit

**Question.** Write the circuit in time order and confirm that it produces all four amplitudes.

**Answer.** The gates are:

1. $R_y(\theta)$ on qubit 1, with $\theta=0.40638$ (23.284°).
2. CNOT, with control qubit 1 and target qubit 2.
3. $R_z(\gamma)$ on qubit 1, with $\gamma=3.14159$ (180°).
4. $R_y(\beta_1)$ and then $R_z(\alpha_1)$ on qubit 1, with $\beta_1=0.61548$ (35.264°) and $\alpha_1=0.78540$ (45°).
5. $R_y(\beta_2)$ and then $R_z(\alpha_2)$ on qubit 2, with $\beta_2=1.15026$ (65.905°) and $\alpha_2=-0.46365$ (−26.565°).

After the third gate the state is $-0.97943i|00\rangle+0.20179i|11\rangle$. Multiplication by $e^{i\varphi}$ turns its amplitudes into the diagonal of $\Delta$. The four elements of $K_1\Delta K_2^T$, with $e^{i\chi_1}=-e^{i\chi_0}$ and $\chi_0=(\alpha_1+\alpha_2)/2$, are

$$M_{00}=\lambda_0c_1c_2-\lambda_1d_1d_2,$$
$$M_{01}=e^{i\alpha_2}(\lambda_0c_1d_2+\lambda_1d_1c_2),$$
$$M_{10}=e^{i\alpha_1}(\lambda_0d_1c_2+\lambda_1c_1d_2),$$
$$M_{11}=e^{i(\alpha_1+\alpha_2)}(\lambda_0d_1d_2-\lambda_1c_1c_2).$$

The half-angle values are $c_1=0.9530$, $d_1=0.3029$, $c_2=0.8391$ and $d_2=0.5439$. To three decimals the brackets are

$$0.783-0.033=0.750,\qquad0.508+0.051=0.559,$$
$$0.249+0.105=0.354,\qquad0.161-0.161=0.$$

The target moduli are $3/4$, $\sqrt5/4=0.559$, $\sqrt2/4=0.354$ and 0. The phases agree too: $2-i$ has argument −26.565°, which is $\alpha_2$, and $1+i$ has argument 45°, which is $\alpha_1$.

The fidelity $F$ is the squared modulus of the overlap with $|\psi\rangle$. If all six angles are rounded to three decimals in radians, multiplying the gate matrices numerically gives $1-F=1.6\times10^{-7}$. Noise in real gates is not included.

## Part (g): leaving something out

**Question.** Find the fidelity (i) for the best state made without the CNOT, (ii) with $\gamma$ set to zero, and (iii) with the sign of $\alpha_2$ reversed. In (ii) and (iii) the other angles stay fixed.

**Answer.** (i) Local gates acting on $|00\rangle$ produce a product state $|a\rangle|b\rangle$. Let $f_k=|\langle a|u_k\rangle|$ and $g_k=|\langle b|w_k\rangle|$. Then

$$|\langle ab|\psi\rangle|\le\sum_k\lambda_kf_kg_k\le\lambda_0\sum_kf_kg_k\le\lambda_0.$$

The last step is the Cauchy–Schwarz inequality with $\sum_kf_k^2=\sum_kg_k^2=1$. Equality holds for $a=u_0$, $b=w_0$. The best fidelity is $\lambda_0^2=0.95928$.

(ii) The local gates are the same in both circuits and cancel in the overlap, whose modulus is $|\lambda_0^2e^{i\gamma/2}+\lambda_1^2e^{-i\gamma/2}|$. Squaring it gives

$$F=\lambda_0^4+\lambda_1^4+2\lambda_0^2\lambda_1^2\cos\gamma.$$

With $\lambda_0^4+\lambda_1^4=1-2\lambda_0^2\lambda_1^2$ and $1-\cos\gamma=2\sin^2(\gamma/2)$ this becomes

$$F=1-4\lambda_0^2\lambda_1^2\sin^2\frac\gamma2=1-\sin^2\theta\,\sin^2\frac\gamma2.$$

For $\gamma=\pi$ it equals $\cos^2\theta=0.84375$. This is lower than the result without any CNOT. With the wrong sign of the second Schmidt term the overlap has modulus $\lambda_0^2-\lambda_1^2=0.919$, whereas the normalized product state in (i) has the overlap $\lambda_0=0.979$.

(iii) The faulty circuit produces the correct state followed by $R_z(-2\alpha_2)=\cos\alpha_2+i\sin\alpha_2\,Z$ on qubit 2. The expectation value of $Z$ there is $z_2=0.375$, so

$$F=\cos^2\alpha_2+z_2^2\sin^2\alpha_2=1-(1-z_2^2)\sin^2\alpha_2.$$

Since $\tan\alpha_2=-1/2$, $\sin^2\alpha_2=0.2$, and $F=1-0.2\times0.859=0.828$. This sign error arises if $\alpha_2$ is read from the first column of $V$ without the complex conjugate of part (b). Dropping the conjugate in the whole decomposition can also change the relative phase of the two Schmidt terms, and the fidelity then depends on the phase convention of the singular vectors.

## Part (h): special states and the number of angles

**Question.** What happens for product states and for maximally entangled states? Could a fixed circuit layout with fewer than six angles reach every two-qubit state?

**Answer.** For a product state $\lambda_1=0$ and $\theta=0$. The control qubit stays in $|0\rangle$, so the CNOT does nothing and can be removed. The angle $\gamma$ changes just the global phase and can be set to zero. The four local angles suffice.

For a maximally entangled state $\lambda_0=\lambda_1=1/\sqrt2$ and $\theta=\pi/2$. Both Bloch vectors vanish, so the recipe of part (d) based on them fails. The Schmidt decomposition still exists but is no longer unique. Since $MM^\dagger=1/2$, the matrix $\sqrt2M$ is unitary. One may take $w_0=|0\rangle$ and let $u_0$ be the first column of $\sqrt2M$. Then $\alpha_2=\beta_2=0$, and the four angles $\theta,\gamma,\beta_1,\alpha_1$ are enough.

The singlet $(|01\rangle-|10\rangle)/\sqrt2$ illustrates this. The first column of $\sqrt2M$ is $(0,-1)^T$, so $\beta_1=\pi$, and $\alpha_1$ may be set to zero. Using $R_y(\pi)|0\rangle=|1\rangle$ and $R_y(\pi)|1\rangle=-|0\rangle$ on qubit 1,

$$\frac{|00\rangle+|11\rangle}{\sqrt2}\ \longrightarrow\ \frac{|10\rangle-|01\rangle}{\sqrt2}.$$

This is the singlet times $-1$, a global phase, so $\gamma=0$ will do.

Near maximal entanglement the Bloch vectors are short, and a small error in them gives a large error in their directions. If the two Bloch vectors carry independent errors, the two local bases no longer match and the state comes out wrong. The vector $u_0$ of the singular value decomposition is just as sensitive, but $w_0=M^Tu_0^*/\lambda_0$ moves with it. It is therefore safer to take such a matched pair $u_0,w_0$.

A general two-qubit state has four complex amplitudes, or eight real numbers. Normalization removes one and the global phase another, which leaves six. A fixed layout with fewer than six angles maps a space of lower dimension smoothly into this six-dimensional set. Its image has zero volume there, so it cannot contain every state. The circuit of part (f) does reach every state, so six is the smallest number for a fixed layout, although particular states need fewer.

The example is one of these particular states: since $\gamma=\pi$, the choice $\theta\to-\theta$ already gives $\lambda_0|00\rangle-\lambda_1|11\rangle$ after the CNOT, and the gate $R_z(\gamma)$ can then be left out. Near the angles of part (f), however, all six act independently. The output can be differentiated numerically with respect to each angle, by central differences, and the component along the state removed, since it describes a change of norm or global phase. The six resulting vectors, each written as eight real numbers, form a matrix whose smallest singular value is 0.149. It is not zero, so the six changes are linearly independent, and no angle can be replaced by small adjustments of the others.

Numerical values quoted here were computed with a short program.
